# Vertical growth rate of a single-arm spiral hillock

## Question

A film grows by the advance of one surface step that ends at a dislocation. The step has height $h=0.30$ nm and has wound itself into a spiral with one arm. Far from the dislocation, neighbouring turns are $L=57$ nm apart and advance at $v=10$ nm/s. Both quantities are measured perpendicular to the step, at the same place. The spiral turns rigidly, and no islands form between its turns. Parts (a) and (b) concern the growth rate, parts (c) to (f) the origin of the spacing, and part (g) a real material.

### (a) Find the vertical growth rate $R$ and the range allowed by the rounding of the data.

**Answer.** Watch one fixed point of the surface. Each time the step passes over it, the height there increases by $h$. If the passages are separated by a time $T$, the mean rate is

$$R=\frac{h}{T}.$$

When one turn has just passed, the next is a distance $L$ behind it. It covers this distance at speed $v$, so

$$T=\frac{L}{v}=\frac{57\ \text{nm}}{10\ \text{nm/s}}=5.70\ \text{s}.$$

Substitution gives

$$R=\frac{hv}{L}=\frac{0.30\times 10}{57}\ \text{nm/s}=0.0526\ \text{nm/s}\approx 0.053\ \text{nm/s}.$$

This is 0.19 micrometre per hour. In terms of rotation, the spiral turns once in $T$, with angular speed $\omega=2\pi/T=1.10$ rad/s, and $R=h\omega/2\pi$. Since the whole spiral has one $\omega$, the mean rate is the same at every distance from the dislocation. The hillock therefore rises without changing its shape.

If each input is rounded to its last written digit, the extremes are

$$R_{\min}=\frac{0.295\times 9.5}{57.5}=0.0487\ \text{nm/s},\qquad R_{\max}=\frac{0.305\times 10.5}{56.5}=0.0567\ \text{nm/s}.$$

The second digit of 0.053 is thus the result of the stated inputs, not a measure of how well they are known.

The relation is kinematic. It connects three properties of a spiral that already exists. It does not say that halving $L$ would double $R$, because $v$ may change with $L$.

### (b) Obtain the same rate from the slope of the hillock. Does it matter whether growth is measured vertically or along the local surface normal? What changes if there are two arms?

**Answer.** Let $x$ point outward, down the hillock. Averaged over the steps, the surface far from the centre falls by $h$ over each length $L$. Over a few turns there, its height is closely

$$z(x,t)=z_0+Rt-\frac{h}{L}x .$$

A step edge separates the same two crystal layers throughout its motion, so it stays at fixed height. Following it with $dx/dt=v$ gives

$$0=\frac{dz}{dt}=R-\frac{h}{L}v ,$$

which again yields $R=hv/L$.

The slope is $h/L=0.00526$, an angle $\alpha=\arctan(h/L)=0.302^\circ$. The growth rate along the normal of the averaged slope is $R\cos\alpha$. It is smaller than $R$ by the fraction $1-\cos\alpha=1.4\times10^{-5}$, which is negligible here.

For two equally spaced arms of height $h$, let $P$ be the distance between successive turns of the same arm. Neighbouring steps are then $P/2$ apart, and the passage time is $P/(2v)$. Hence $R=2hv/P$. With $v$ and $P$ held fixed, the second arm doubles the rate. If the measured length is instead the distance between neighbouring steps, the formula of part (a) applies unchanged.

### (c) Suppose the normal speed of the step is $V=v(1-r_cK)$, where $K$ is its curvature, positive when the centre of curvature lies behind the advancing step. Describe the step by its polar angle $\psi(r,t)$ and let it advance towards larger $\psi$. Derive its equation of motion and the condition at the dislocation.

**Answer.** The length $r_c$ is the critical radius: a circular island of radius $r_c$ has $K=1/r_c$ and neither grows nor shrinks. The law assumes equal properties in all directions and the same driving force everywhere along the step.

Write the step as $\mathbf X=r\,\mathbf e_r$, with the unit vectors taken at angle $\psi(r,t)$. A prime means a derivative with respect to $r$. Since $\mathbf e_r'=\psi'\mathbf e_\theta$ and $\mathbf e_\theta'=-\psi'\mathbf e_r$,

$$\mathbf X'=\mathbf e_r+r\psi'\mathbf e_\theta,$$

$$\mathbf X''=-r\psi'^2\mathbf e_r+(2\psi'+r\psi'')\mathbf e_\theta .$$

The length of $\mathbf X'$ is $S=\sqrt{1+r^2\psi'^2}$. The signed curvature is the cross product of $\mathbf X'$ and $\mathbf X''$ divided by $S^3$:

$$\frac{(2\psi'+r\psi'')+r^2\psi'^3}{S^3}.$$

It is positive when the curve bends to the left as $r$ increases. The left normal, $(-r\psi'\mathbf e_r+\mathbf e_\theta)/S$, points in the direction of advance. A positive value therefore puts the centre of curvature ahead of the step, opposite to the convention for $K$. Thus

$$K=-\frac{2\psi'+r\psi''+r^2\psi'^3}{S^3}.$$

At fixed $r$, the point of the step moves with velocity $r\psi_t\mathbf e_\theta$, where $\psi_t=\partial\psi/\partial t$. Its component along the normal is $r\psi_t/S$, and this must equal $V$. The equation of motion is

$$\psi_t=\frac{vS}{r}\,(1-r_cK).$$

The end of the step is held by the dislocation, so $V=0$ and $K=1/r_c$ there. As $r\to0$ the curvature formula gives $K\to-2\psi'(0)$. Hence

$$\psi'(0)=-\frac{1}{2r_c}.$$

The minus sign means that the outer parts of the step lag behind the inner parts as the spiral turns.

### (d) Reduce steady rotation to an equation for a single function. Explain how it fixes $L/r_c$, and find $r_c$.

**Answer.** Put $\psi=\omega t+\phi(r)$ and define

$$\rho=\frac{r}{r_c},\qquad u=\frac{d\phi}{d\rho},\qquad W=\frac{\omega r_c}{v}.$$

Then $r\psi'=\rho u$ and $S=\sqrt{1+\rho^2u^2}$. The condition $r\omega/S=V$, divided by $v$, becomes

$$\frac{W\rho}{S}=1+\frac{2u+\rho^2u^3+\rho\,du/d\rho}{S^3}.$$

Multiply by $S^3/\rho$ and solve for the derivative:

$$\frac{du}{d\rho}=S^2\left(W-\frac{S}{\rho}\right)-\frac{u(2+\rho^2u^2)}{\rho}.$$

Near the core, try $u=-\tfrac12+A\rho$. To constant order, $S^2W$ contributes $W$ and $-S^3/\rho$ contributes $-1/\rho$, while $-2u/\rho=1/\rho-2A$. The singular terms cancel and leave $A=W-2A$, so $A=W/3$. This fixes the start of the solution for any chosen $W$.

Far away, $u$ must approach a negative constant for the turns to become evenly spaced. Let $q=-u$. Then $S\approx\rho q$, and the large terms on the right are

$$\rho^2q^2(W-q)+\rho q^3 .$$

They must cancel, since $du/d\rho$ tends to zero. Dividing by $\rho^2q^2$ gives $q=W+q/\rho$, hence to first order in $1/\rho$

$$q=W\left(1+\frac1\rho\right).$$

One turn changes the angle by $2\pi$, so the far spacing is $L=2\pi r_c/W$.

Only a special $W$ can join the two ends. To see this, set $u=-W+\delta$ at large $\rho$. The leading equation for the deviation is $d\delta/d\rho\approx W^2\rho^2\delta$, so a small error grows rapidly outward. If $W$ is too large, the numerical solution rises through $u=0$ and settles near $+W$, a curve wound the wrong way; if too small, $u$ falls to $-\infty$ at a finite $\rho$. Passing $u=0$ or $u=-1$ is enough to tell the two cases apart. Outward integration with repeated halving of the interval for $W$ gives

$$W=0.33096,\qquad \frac{L}{r_c}=\frac{2\pi}{0.33096}=18.985.$$

For the given spacing,

$$r_c=\frac{57\ \text{nm}}{18.985}=3.00\ \text{nm}.$$

This value depends on the speed law of part (c). The growth rate of part (a) did not need it.

### (e) How do the step speed and the spacing change at finite distance from the core? What happens if a spacing read near the core is combined with the far speed?

**Answer.** At large $r$ a turn is nearly a circle of radius $r$, so $K\approx1/r$ and

$$V\approx v\left(1-\frac{r_c}{r}\right).$$

The local spacing along a ray is approximately $2\pi r_c/q$. With the result for $q$ this becomes

$$L_{\text{loc}}\approx L\left(1-\frac{r_c}{r}\right).$$

The distinction between spacing along a ray and perpendicular to the step enters at order $(r_c/r)^2$. To first order, speed and spacing are thus reduced by the same factor and their ratio is unchanged, as a common rotation period requires.

At $r=90.0$ nm the factor is $1-3.00/90.0=0.967$, which predicts 9.67 nm/s and 55.1 nm. The full equation of motion can also be integrated in time, with finite differences in $r$. I start it from an evenly wound spiral with turns 37.7 nm apart, so the final spacing is not put in at the start. After the spiral has settled, the speed at 90.0 nm is 9.665 nm/s, and the spacing along the ray, taken over one turn centred there, is 55.3 nm. Projected on the local normal of the step, this spacing is 55.05 nm. These give

$$R=\frac{0.30\times9.665}{55.05}\ \text{nm/s}=0.0527\ \text{nm/s}.$$

Counting the passages of the same computed step over that point gives 0.0526 nm/s. The small difference is below 0.1 percent of the rate.

Near the core the expansion in $r_c/r$ is no longer adequate. In the computed spiral, the distance from the dislocation to the first turn, along the direction in which the step leaves the core, is 51.1 nm. Combining it with the far speed gives

$$\frac{0.30\times10}{51.1}\ \text{nm/s}=0.0587\ \text{nm/s},$$

about 12 percent above the true rate of this model. The fault lies in using a speed from one place and a length from another.

### (f) The linear speed law assumes weak driving. Let $s=\Delta\mu/k_BT$, where $\Delta\mu$ is the energy gained per formula unit added to a straight step, and replace the law by

$$\frac Vv=\frac{e^s-e^{s r_cK}}{e^s-1}.$$

### Find the leading correction for small $s$. For $s=0.271$, which of $R$ and $r_c$ must be revised when $h$, $v$ and $L$ are given?

**Answer.** This form describes attachment at a fixed rate and detachment that becomes faster at a convex edge. Put $x=r_cK$. To second order in $s$, the numerator is

$$s(1-x)+\tfrac12s^2(1-x^2)=s(1-x)\left[1+\tfrac12s(1+x)\right],$$

and the denominator is $s(1+\tfrac12s)$. Their ratio, to first order in $s$, is

$$\frac Vv=(1-x)\left(1+\tfrac12sx\right)=1-x+\tfrac12s\,x(1-x).$$

For $0\le x\le1$ the correction is largest at $x=\tfrac12$, where it equals $s/8$. With $s=0.271$ this is 0.034, or 3.4 percent of $v$. It vanishes for a straight step and at the pinned end.

The curved inner part of the step therefore moves somewhat faster than in the linear law. Integrating the equation of motion with the new law, at fixed $s$, gives $L/r_c=17.89$ instead of 18.99. For $L=57$ nm the inferred critical radius becomes $57/17.89=3.19$ nm, about 6 percent larger than before.

The rate remains $hv/L=0.053$ nm/s, because part (a) used no law for the speed of curved steps. A change of law alters which spiral is selected; it does not alter the height added at each passage.

### (g) Relate the numbers to molecular-beam epitaxy of GaSb(001) at 770 K. Find the required Ga flux, estimate whether islands form between the turns, and discuss steps whose speed depends on direction. For the island estimate take a step free energy $\gamma=0.30$ eV/nm, a diffusion barrier of 1.0 eV and an attempt rate of $10^{13}$ per second. These are rough assumed values.

**Answer.** The lattice constant of GaSb is about 0.6 nm. With the working value $a=2h=0.60$ nm, a layer of Ga with its Sb has height $a/2=0.30$ nm. A dislocation with Burgers vector $\tfrac a2[101]$ has this same component along the surface normal, so it can supply one such step.

Each layer contains two Ga sites per area $a^2$, or $2/0.60^2=5.56$ per nm². The rate corresponds to $0.0526/0.30=0.175$ layers per second. If every arriving Ga atom is incorporated, the flux is

$$5.56\times0.175=0.97\ \text{atoms per nm}^2\text{ per second}.$$

Under this condition the flux sets the mean $R$, and the step speed follows as $v=RL/h$. At fixed flux, more closely spaced turns move more slowly; they do not make the film grow faster.

For the islands, let $\Omega=1/5.56=0.18$ nm² be the area per GaSb pair. An island of radius $r$ costs

$$G(r)=2\pi r\gamma-\pi r^2\frac{\Delta\mu}{\Omega}.$$

Setting $dG/dr=0$ gives $r=\gamma\Omega/\Delta\mu$, which is the critical radius $r_c$. Substituting $\Delta\mu/\Omega=\gamma/r_c$ gives the barrier $G^*=\pi\gamma r_c$. With $r_c=3.00$ nm from part (d),

$$\Delta\mu=\frac{0.30\times0.18}{3.00}=0.018\ \text{eV},\qquad G^*=\pi\times0.30\times3.00=2.83\ \text{eV}.$$

Since $k_BT=0.0664$ eV, $\Delta\mu/k_BT=0.271$, the value used in part (f), and $G^*/k_BT=42.6$. These values rest on the linear law. If the law of part (f) is solved together with $\Delta\mu=\gamma\Omega/r_c$, then $s=0.256$, $r_c=3.18$ nm and $G^*=2.99$ eV, and the island number below falls by a factor of about 12.

The hop rate is $10^{13}e^{-1.0/0.06635}$, or $2.85\times10^6$ per second. As a crude estimate, allow one nucleation trial per site and hop time. During one turn, an area $L^2$ then has

$$N=5.56\times(2.85\times10^6)\times57^2\times5.70\approx2.9\times10^{11}$$

trials. The expected number of islands is $Ne^{-G^*/k_BT}\approx9\times10^{-8}$, so the spiral is the dominant source of steps in this estimate.

The conclusion is sensitive to $\gamma$. With $r_c$ held fixed, one island per $L^2$ and turn is reached when $\pi\gamma r_c=k_BT\ln N$, which gives $\gamma=0.19$ eV/nm. The terraces may also be more strongly driven than the step edge. At fixed $\gamma$, $G^*=\pi\gamma^2\Omega/\Delta\mu$, so a driving energy larger by the factor $42.6/\ln N\approx1.6$ is enough to reach the same limit. Such an excess is to be expected when all Ga is incorporated, because the atoms must diffuse to the steps. For flux $F$ and diffusion constant $D$, the adatom density midway between two steps exceeds that at the steps by $FL^2/8D$. With $D$ between one quarter of and the whole of the hop rate times $\Omega$, this is $3\times10^{-3}$ to $8\times10^{-4}$ per nm². Take the density at the steps as $n_{\rm eq}e^{s}$ and the local driving energy as $k_BT\ln(n/n_{\rm eq})$. The factor 1.6 is then exceeded unless $n_{\rm eq}$ is above about $1.3\times10^{-2}$ to $3\times10^{-3}$ per nm², which corresponds to an adatom formation energy below about 0.4 to 0.5 eV. The small island number therefore holds only if the terraces are driven little more than the step edge. The assumed values do not fix $n_{\rm eq}$, so they do not decide whether islands form on real GaSb.

Real GaSb(001) steps need not have the same speed in all directions. Such a spiral need not turn rigidly, but it can still repeat its shape at regular intervals. Suppose the far speed is 8 nm/s in one direction and 10 nm/s in another, with the same 5.70 s between passages of the step. The spacing in the slow direction is $8\times5.70=45.6$ nm, and $0.30\times8/45.6$ again gives 0.053 nm/s. Using the slow speed with the 57 nm spacing gives 0.042 nm/s, which is 20 percent too low.

Neighbouring turns also compete for the same diffusing atoms. This can change the relation between $L$ and $r_c$, so the value 3.00 nm belongs to the model without such competition. It does not change $R$ when $v$ and $L$ are those of the actual steps. If islands do form, their edges also add material, and $hv/L$ no longer gives the whole rate. The rate at which islands alone would grow a flat surface cannot simply be added, because the islands merge with the turns of the spiral.
